# Counterpoise correction for two beryllium atoms and exact atomic orbitals

## Problem

Two beryllium atoms, A and B, are held 3.0 Å apart and treated by restricted Hartree-Fock theory. Each atom brings its own functions, centred on its nucleus. Let $E_X(Y)$ be the energy of system $X$ computed in the basis $Y$. Thus $E_A(A)$ is the free atom in its own functions, and $E_A(AB)$ is the same atom when the functions of B are added without B's nucleus or electrons. Such added functions are called ghost functions.

In the small Gaussian basis 3-21G a calculation gives

- $E_A(A)=-14.4868202$ hartree,
- $E_A(AB)=-14.4871831$ hartree,
- a raw interaction energy $E_{AB}(AB)-2E_A(A)=4.9458$ millihartree (mhartree).

**(a)** Find the counterpoise correction and the corrected interaction energy.

**(b)** Bound the correction from both sides by variational arguments. What follows if the basis of each atom contains the exact occupied orbitals of the free atom?

**(c)** Find which property of the atomic orbitals lets ghost functions lower the energy, and derive the lowering to leading order.

**(d)** Numerical orbitals carry a small error. How does the correction depend on it? Test the answer with orbitals whose error is known.

**(e)** Does a vanishing correction mean a converged interaction energy? When does the correction return?

The nuclei are fixed, the Hamiltonian is nonrelativistic, and orbitals are real and doubly occupied. Atomic units are used, with lengths in bohr.

## Solution

### (a) The correction in 3-21G

The raw interaction energy compares unequal descriptions. In the pair, the electrons near A can use the functions of B. In the free atom they cannot. Part of the computed energy change is therefore an improvement of the atomic description and not an interaction. This part is the basis set superposition error.

The counterpoise method computes all three energies in the same basis:

$$E_{\rm int}^{\rm CP}=E_{AB}(AB)-E_A(AB)-E_B(AB).$$

The atoms are equal, so $E_B(AB)=E_A(AB)$. Adding and subtracting $2E_A(A)$ gives

$$E_{\rm int}^{\rm CP}=\underbrace{E_{AB}(AB)-2E_A(A)}_{E_{\rm int}^{\rm raw}}+\delta,\qquad
\delta=2\,[E_A(A)-E_A(AB)].$$

With the given data,

$$\delta=2\,(-14.4868202+14.4871831)\ \text{hartree}\approx0.726\ \text{mhartree}.$$

This is 19.7 meV, or $3.16\times10^{-21}$ J. The corrected interaction energy is

$$E_{\rm int}^{\rm CP}\approx4.946+0.726=5.672\ \text{mhartree}.$$

The correction is 13 % of the corrected value. Both interaction energies are positive: at this distance and in this basis the restricted Hartree-Fock interaction is repulsive. This solution of the pair is a local minimum among real closed-shell determinants; it is not stable once that restriction is lifted, a case not treated here. Electron correlation is left out, so these numbers do not decide whether the real atoms attract each other.

### (b) Two bounds and the case of exact orbitals

Consider the four electrons of atom A in the field of nucleus A alone. Each closed-shell determinant $\Phi$ has an energy $E[\Phi]=\langle\Phi|\hat H_A|\Phi\rangle$. Ghost functions add no term to $\hat H_A$; they only enlarge the set of determinants that may be tried.

Let $\mathcal D_A$ be the set of closed-shell determinants whose orbitals lie in the span of A's functions, $\mathcal D_{AB}$ the set for the combined span, and $\mathcal D$ the set without any basis restriction. Then $\mathcal D_A\subseteq\mathcal D_{AB}\subseteq\mathcal D$. A minimum cannot rise when the set is enlarged, so

$$E_{\rm HF}\le E_A(AB)\le E_A(A),$$

where $E_{\rm HF}$ is the minimum over $\mathcal D$, the Hartree-Fock limit of the free atom. Subtracting each member from $E_A(A)$ and multiplying by two gives

$$0\le\delta\le2\,[E_A(A)-E_{\rm HF}].$$

The superposition error thus cannot exceed the total basis error of the two free atoms. The argument assumes that each self-consistent calculation has found the lowest closed-shell energy in its basis, and not a higher stationary point.

Now let A's basis contain the exact occupied orbitals. The minimizing determinant of $\mathcal D$ then belongs to $\mathcal D_A$, so $E_A(A)=E_{\rm HF}$. The upper bound becomes zero, and

$$\delta=0 .$$

This holds at any distance and for any ghost functions. It also holds if A's basis has further functions beside the occupied orbitals.

Such orbitals can be computed very accurately because the free atom is spherical. For an s orbital write $\phi_i(\mathbf r)=u_i(r)/(\sqrt{4\pi}\,r)$. The Hartree-Fock equations become one-dimensional,

$$\Big[-\tfrac12\frac{d^2}{dr^2}-\frac4r+\sum_{j=1s,2s}(2\hat J_j-\hat K_j)\Big]u_i=\varepsilon_iu_i ,$$

with Coulomb operators $\hat J_j$ and exchange operators $\hat K_j$. A radial grid gives $E_{\rm HF}=-14.5730232$ hartree. For integrals over two centres, the 1s and 2s orbitals were also expanded in 28 Gaussians. These expansions reproduce the limit to $7\times10^{-5}$ mhartree. They are called "numerical" below, and "numerical+p" when three p shells are added to each atom.

The results at 3.0 Å, in mhartree, are:

| Basis | $E_A(A)-E_{\rm HF}$ | $\delta$ | Raw | Corrected |
|---|---|---|---|---|
| 3-21G | 86.203 | 0.726 | 4.946 | 5.672 |
| 6-31G | 6.259 | 1.166 | 3.864 | 5.030 |
| cc-pVTZ | 0.150 | 0.002 | 4.789 | 4.791 |
| numerical | 0.00007 | 0.000000 | 15.102 | 15.102 |
| numerical+p | 0.00007 | 0.000000 | 7.202 | 7.202 |

The program prints the fourth $\delta$ as $-0.000000$, a negative number smaller in size than $5\times10^{-7}$ mhartree. Since exact minimization forbids a negative $\delta$, the sign is a numerical error.

The 6-31G basis describes the atom far better than 3-21G, yet its $\delta$ is larger. This does not conflict with the bounds, which are $2\times6.259=12.5$ mhartree for 6-31G and $2\times86.203=172.4$ mhartree for 3-21G. A bound limits $\delta$ but does not order it.

### (c) How ghost functions lower the energy

**The residual.** Let $F$ be the Fock operator built from the occupied orbitals $\phi_i$ that solve the free-atom problem in A's own basis. The matrix equations of that problem state that

$$\langle\chi_\mu|(F-\varepsilon_i)\phi_i\rangle=0\qquad\text{for each }\chi_\mu\text{ of A}.$$

The residual $(F-\varepsilon_i)\phi_i$ is therefore orthogonal to A's functions. It need not be zero.

In the combined basis, let $\phi_a$ be an orbital orthogonal to the occupied ones, with coefficients $C_{\mu a}$ on A and $C_{\nu a}$ on B. Because $\langle\phi_a|\phi_i\rangle=0$, subtracting $\varepsilon_i$ changes nothing in the coupling:

$$g_{ai}=\langle\phi_a|F|\phi_i\rangle=\langle\phi_a|(F-\varepsilon_i)\phi_i\rangle
=\sum_{\nu\in B}C_{\nu a}\langle\chi_\nu|(F-\varepsilon_i)\phi_i\rangle .$$

The terms from A have dropped out. What remains is the part of the residual that B's functions can see. Exact orbitals satisfy $F\phi_i=\varepsilon_i\phi_i$ at every point, so their residual and $g$ both vanish.

**The energy of a small rotation.** Let the occupied orbitals mix with the others by small amounts $\kappa_{ai}$. To second order,

$$\phi_i'=\phi_i+\sum_a\kappa_{ai}\phi_a-\tfrac12\sum_j(\kappa^T\kappa)_{ji}\phi_j .$$

The last term keeps the orbitals orthonormal: the second term adds $(\kappa^T\kappa)_{ij}$ to $\langle\phi_i'|\phi_j'\rangle$, and the third removes half of this twice.

Let $P=\sum_i|\phi_i\rangle\langle\phi_i|$ be the projector on the occupied space. With $(pq|rs)=\iint\phi_p(1)\phi_q(1)\,r_{12}^{-1}\,\phi_r(2)\phi_s(2)$, the closed-shell energy is

$$E[P]=2\,{\rm tr}(hP)+{\rm tr}(P\,G[P]),\qquad
G[P]_{pq}=\sum_{rs}P_{rs}\,[2(pq|rs)-(pr|qs)],$$

where $h$ contains the kinetic energy and the attraction to nucleus A, and $F=h+G[P]$. The map $G$ is linear, and ${\rm tr}(X\,G[Y])={\rm tr}(Y\,G[X])$ for symmetric $X$ and $Y$. A change $\Delta$ of $P$ therefore gives, without approximation,

$$E[P+\Delta]-E[P]=2\,{\rm tr}(F\Delta)+{\rm tr}(\Delta\,G[\Delta]).$$

The rotated orbitals give $\Delta=P_1+P_2$ to second order, with

$$P_1=\sum_{ai}\kappa_{ai}\big(|\phi_a\rangle\langle\phi_i|+|\phi_i\rangle\langle\phi_a|\big),$$

$$P_2=\sum_{abi}\kappa_{ai}\kappa_{bi}|\phi_a\rangle\langle\phi_b|-\sum_{ij}(\kappa^T\kappa)_{ij}|\phi_i\rangle\langle\phi_j| .$$

Choose the orbitals so that $F$ is diagonal within the occupied and within the unoccupied space, with values $\varepsilon_i$ and $\varepsilon_a$. There are three contributions.

- Both terms of $P_1$ give $g_{ai}$, so $2\,{\rm tr}(FP_1)=4\sum_{ai}g_{ai}\kappa_{ai}$.
- The diagonal blocks give $2\,{\rm tr}(FP_2)=2\sum_{ai}(\varepsilon_a-\varepsilon_i)\kappa_{ai}^2$.
- In ${\rm tr}(P_1G[P_1])$ each factor $P_1$ has two index orders, which makes four combinations. The Coulomb part is the same in all four and gives $8(ai|bj)$. The exchange part gives $(ab|ij)$ twice and $(aj|bi)$ twice, with a minus sign.

Collecting these terms,

$$E(\kappa)=E_A(A)+4g^T\kappa+2\kappa^TH\kappa+O(\kappa^3),$$

$$H_{ai,bj}=\delta_{ab}\delta_{ij}(\varepsilon_a-\varepsilon_i)+4(ai|bj)-(ab|ij)-(aj|bi).$$

If $H$ is positive definite, the quadratic form has its minimum where $4g+4H\kappa=0$, that is, at $\kappa=-H^{-1}g$. Inserting this gives $-4g^TH^{-1}g+2g^TH^{-1}g$, so to leading order

$$E_A(A)-E_A(AB)\simeq2\,g^TH^{-1}g,\qquad \delta\simeq4\,g^TH^{-1}g .$$

For 3-21G the formula predicts a lowering of 0.36304 mhartree per atom, and the self-consistent calculation gives 0.36285 mhartree. They differ by 0.05 % of the latter value.

For numerical+p the length of the vector $g$ is $2.35\times10^{-6}$ hartree, against $2.58\times10^{-2}$ hartree for 3-21G. The smallest eigenvalue of $H$ is $\lambda=0.2333$ hartree. Since $g^TH^{-1}g\le|g|^2/\lambda$, the second-order lowering per atom is at most

$$\frac{2\,(2.35\times10^{-6})^2}{0.2333}\approx4.7\times10^{-11}\ \text{hartree}.$$

This agrees with the zero in the table. The positive $\lambda$ also shows that, in the quadratic approximation, a local minimum among closed-shell determinants of this combined basis lies next to the free-atom determinant, at a rotation $|\kappa|\le|g|/\lambda\approx1\times10^{-5}$. It does not prove the global minimum assumed in (b).

**Connection with Pulay forces.** Move the ghost centre while nucleus A stays fixed. No operator in $\hat H_A$ depends on the position of B, so the Hellmann-Feynman force on that centre is zero. Yet in a finite basis $E_A(AB)$ changes with distance: for 3-21G, $\delta$ falls from 0.726 mhartree at 3.0 Å to $3.8\times10^{-4}$ mhartree at 8.0 Å. The derivative of this energy comes entirely from the motion of the basis functions, which makes it a pure Pulay term. With exact occupied orbitals $E_A(AB)=E_{\rm HF}$ at each distance, and this term vanishes.

### (d) Small errors in the orbitals

Start from the exact orbitals and describe the orbitals actually used as a rotation of size $\eta$ away from them. The expansion in (c) applies with $g=0$, because the starting point is exact. The energy error $E_A(A)-E_{\rm HF}$ is then of order $\eta^2$, and the upper bound in (b) gives

$$\delta=O(\eta^2).$$

Here $\eta$ must measure the error in kinetic energy as well as in shape. A rapid ripple of small amplitude can cost much energy.

Uniform scaling supplies a known error. Replace each exact orbital by

$$\phi_i^{(s)}(\mathbf r)=(1+s)^{3/2}\phi_i\big((1+s)\mathbf r\big).$$

The prefactor keeps the norm. Two derivatives multiply the kinetic energy $T$ by $(1+s)^2$. Each Coulomb energy contains one inverse length, so the total potential energy $V$, exchange included, is multiplied by $1+s$:

$$E(s)=(1+s)^2T+(1+s)V .$$

The exact orbitals make the energy stationary, so $E'(0)=2T+V=0$. Hence $V=-2T$ and $E_{\rm HF}=-T$. Substitution gives

$$E(s)=T\,(1+2s+s^2-2-2s)=T(s^2-1),\qquad E(s)-E_{\rm HF}=|E_{\rm HF}|\,s^2 .$$

For $s=0.01$ this is $14.573\times10^{-4}$ hartree $=1.4573$ mhartree; the calculation gives 1.4574 mhartree.

Now use the scaled 1s and 2s orbitals as the basis of both atoms. The residual grows in proportion to $s$, so $g$ does too, and $\delta$ should grow as $s^2$ to leading order. The computed values are 0.01989 mhartree for $s=0.01$ and 0.07914 mhartree for $s=0.02$. Their ratio is 3.98, close to the expected 4.

For $s=0.01$ the upper bound is $2\times1.4574=2.915$ mhartree. The ghost functions recover 0.7 % of it, so the bound is far from reached here.

### (e) What a vanishing correction does not show

**The interaction energy may still be poor.** The numerical basis without p functions has $\delta=0$ to the printed accuracy, but it gives 15.10 mhartree, while cc-pVTZ gives a corrected value of 4.79 mhartree. The reason lies in the count of functions. The pair has eight electrons in four orbitals, and the basis has four functions. All are occupied, so the determinant is fixed by the free-atom orbitals, which cannot respond to the neighbour. Adding p functions gives the orbitals of the pair freedom to change, both within each atom and by spreading onto the neighbour's functions. This lowers the result by $15.10-7.20=7.90$ mhartree, which should not be read as the polarization of each atom alone.

The direction of this error follows from (b). If the atomic energies are exact, the only basis error left is in $E_{AB}(AB)$, which lies at or above its own Hartree-Fock limit. The interaction energy is then an upper bound to the mean-field limit, and it cannot rise when functions are added.

In a small Gaussian basis the two errors can have opposite signs. Take the corrected cc-pVTZ value as the reference, remembering that it too comes from a finite basis. The raw 3-21G energy is too high by 0.16 mhartree and the corrected one by 0.88 mhartree. The correction makes the agreement worse because it removes an error of $-0.73$ mhartree that had compensated most of the other. In 6-31G the deviation changes from $-0.93$ to $+0.24$ mhartree, and against this reference the correction helps. The reference was not tested in a larger basis, so these deviations are not distances from the limit. The verdict on 3-21G does not depend on this: the limit is at most $E_{AB}(AB)-2E_{\rm HF}=4.789+2\times0.150=5.09$ mhartree in cc-pVTZ, below the midpoint 5.31 of the raw and corrected 3-21G values. The verdict on 6-31G holds for the limit only if the limit lies above the midpoint 4.45 mhartree, which is not shown here. Counterpoise removes one error of the basis, and the result need not lie closer to the limit.

**A wrong tail brings the correction back.** Numerical orbitals can be generated so that they are confined near their nucleus. Suppose a smooth confining potential $W$ is used to generate them, so that $(F+W)\phi_i=\varepsilon_i\phi_i$, and these orbitals alone form the basis. Then

$$(F-\varepsilon_i)\phi_i=-W\phi_i ,$$

and, since $\langle\phi_a|\phi_i\rangle=0$, the coupling of (c) is $g_{ai}=-\langle\phi_a|W|\phi_i\rangle$. It comes from the outer region where $W$ acts, which the neighbour's functions can reach. The orbitals are exact for the confined atom but not for the free one.

The calculation tests a related kind of damage, not a particular confining potential. All primitives with exponents below 0.1 bohr$^{-2}$ were removed, which leaves 0.16 bohr$^{-2}$ as the smallest, and the atomic orbitals were optimized again. The atomic error becomes 30.77 mhartree and $\delta$ becomes 4.00 mhartree. This is 6.5 % of the upper bound $2\times30.77=61.54$ mhartree, a share about ten times that found for the scaled orbitals.

**Correlation is not protected.** The proof in (b) concerns the energy of one determinant, which depends on the occupied orbitals alone. The correlation energy of second-order Møller-Plesset theory (MP2) also depends on the unoccupied ones:

$$E^{(2)}=\sum_{ijab}\frac{(ia|jb)\,[2(ia|jb)-(ib|ja)]}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.$$

Ghost functions add new orbitals $a,b$ to this sum. The condition $g_{ai}=0$ does not make the integrals $(ia|jb)$ vanish. In the numerical+p basis, the ghost functions lower the MP2 correlation energies of the two atoms by 0.466 mhartree in total, although the mean-field correction is zero to the printed accuracy. The near absence of superposition error with exact free-atom orbitals is thus a result of restricted closed-shell Hartree-Fock theory, and a correlated calculation in the same basis still needs its own check.

The numerical check that accompanies this solution contains the calculations behind all the values quoted here.

## Computed results

```
Be-Be distance: 3.00 angstrom
Grid E_HF of Be: -14.5730232 hartree
Grid change, 50 to 70 intervals: 3.6e-13 hartree
Grid kinetic energy: 14.5730232 hartree
Orbital energies 1s, 2s: -4.73267, -0.30927 hartree
s primitives in expansion: 28 (number)
Norm error of 1s, 2s: 2.7e-05, 9.4e-05 (dimensionless)
p exponents added: 0.05 0.2 0.8 bohr^-2
[3-21g] E_A(A): -14.4868202 hartree
[3-21g] E_A(AB): -14.4871831 hartree
[3-21g] E_A(A)-E_HF: 86.20293 mhartree
[3-21g] delta, both atoms: 0.725698 mhartree
[3-21g] raw interaction: 4.9458 mhartree
[3-21g] corrected: 5.6715 mhartree
[6-31g] E_A(A): -14.5667640 hartree
[6-31g] E_A(AB): -14.5673469 hartree
[6-31g] E_A(A)-E_HF: 6.25913 mhartree
[6-31g] delta, both atoms: 1.165734 mhartree
[6-31g] raw interaction: 3.8638 mhartree
[6-31g] corrected: 5.0295 mhartree
[cc-pvtz] E_A(A): -14.5728735 hartree
[cc-pvtz] E_A(AB): -14.5728743 hartree
[cc-pvtz] E_A(A)-E_HF: 0.14970 mhartree
[cc-pvtz] delta, both atoms: 0.001738 mhartree
[cc-pvtz] raw interaction: 4.7890 mhartree
[cc-pvtz] corrected: 4.7907 mhartree
[numerical] E_A(A): -14.5730231 hartree
[numerical] E_A(AB): -14.5730231 hartree
[numerical] E_A(A)-E_HF: 0.00007 mhartree
[numerical] delta, both atoms: -0.000000 mhartree
[numerical] raw interaction: 15.1016 mhartree
[numerical] corrected: 15.1016 mhartree
[numerical+p] E_A(A): -14.5730231 hartree
[numerical+p] E_A(AB): -14.5730231 hartree
[numerical+p] E_A(A)-E_HF: 0.00007 mhartree
[numerical+p] delta, both atoms: 0.000000 mhartree
[numerical+p] raw interaction: 7.2023 mhartree
[numerical+p] corrected: 7.2023 mhartree
3-21G delta: 19.747 meV
3-21G delta: 3.1639e-21 J
3-21G delta at 8 angstrom: 3.77e-04 mhartree
3-21G lowering per atom, SCF: 0.36285 mhartree
3-21G lowering, second order: 0.36304 mhartree
Coupling norm, 3-21G: 2.579e-02 hartree
Coupling norm, numerical+p: 2.352e-06 hartree
Lowest Hessian eigenvalue, 3-21G: 0.2480 hartree
Lowest Hessian eigenvalue, numerical+p: 0.2333 hartree
Scaling s=0.01: E_A(A)-E_HF 1.4574, delta 0.01989 mhartree
Scaling s=0.02: E_A(A)-E_HF 5.8293, delta 0.07914 mhartree
Ratio of the two scaled deltas: 3.980 (dimensionless)
Smallest exponent, damaged tail: 0.16 bohr^-2
Damaged tail E_A(A)-E_HF: 30.7688 mhartree
Damaged tail delta: 3.9955 mhartree
MP2 correlation part of delta, numerical+p: 0.4664 mhartree
```
